\section*{Misfit Sign and the Morphological Stability of Growing Alloy Films}

\section{The decision: is the square of the misfit enough?}

Before computing whether a strained alloy film grows flat, one must decide whether the alloy may be replaced by a single-component solid with the same misfit. The replacement needs only the square of the misfit. The alternative needs its sign and the surface diffusivity of each species. The analysis below shows one case in which the second calculation is required: when the two species differ in both size and surface diffusivity, a tensile film and a compressed film of equal elastic energy can have opposite stability.

Let the film be $A_{1-c}B_c$, with mean composition $c_0$ and growth speed $V>0$. Define
\begin{equation}
\varepsilon=\frac{a_{\rm film}-a_{\rm sub}}{a_{\rm sub}},\qquad
\eta=\frac{d\ln a}{dc}, \label{eq:def}
\end{equation}
so $\varepsilon>0$ means a compressed film and $\eta>0$ means that $B$ is the larger atom. Film and substrate are isotropic with equal Young modulus $E$ and Poisson ratio $\nu$. The film is coherent and thick compared with $1/k$, where $k>0$ is the ripple wave number. Deposition is uniform, bulk diffusion is absent, and the surface energy $\gamma$ is constant. Surface stress, wetting, facets, step effects and dislocations are left out. All perturbations are first order and vary as $e^{ikx}$: $H$ is the height amplitude and $C$ the surface composition amplitude.

\section{Stress from a ripple and from buried composition}

Take $z=0$ at the mean surface and the solid at $z<0$. Write $M=E/(1-\nu)$. The flat film has in-plane stress $\sigma_0=-M\varepsilon$. Let the composition perturbation at depth be $c_1(z)$, with $c_1(0)=C$, and define
\begin{equation}
B=\int_{-\infty}^{0}c_1(z)e^{kz}\,dz . \label{eq:B}
\end{equation}
This length measures the buried composition within a depth of about $1/k$.

The composition produces a stress-free strain $\eta c_1$. Take the displacement to be $\nabla\phi$, with $\phi(x,z)=\phi(z)e^{ikx}$ and
\begin{equation}
\phi''-k^2\phi=\beta c_1,\qquad \beta=\eta\frac{1+\nu}{1-\nu},\qquad \phi(0)=0. \label{eq:phi}
\end{equation}
With shear modulus $\mu=E/[2(1+\nu)]$, Hooke's law in plane strain becomes $\sigma_{ij}=2\mu(\partial_i\partial_j\phi-\delta_{ij}\nabla^2\phi)$ for $i,j\in\{x,z\}$. Its divergence vanishes identically, so equilibrium holds. At the surface $\sigma_{zz}=2\mu k^2\phi(0)=0$, $\sigma_{xx}=-2\mu\phi''(0)=-2\mu\beta C$ and $\sigma_{xz}=2\mu ik\phi'(0)$. Multiplying \eqref{eq:phi} by $e^{kz}$ and integrating gives
\begin{equation}
\beta B=\left[e^{kz}(\phi'-k\phi)\right]_{-\infty}^{0}=\phi'(0).
\end{equation}
The shear traction $2\mu ik\beta B$ must be cancelled. The Airy function $\chi=bze^{kz}e^{ikx}$ gives surface stresses $\sigma_{zz}=0$, $\sigma_{xz}=-ikb$ and $\sigma_{xx}=2kb$, so $b=2\mu\beta B$. Since $2\mu\beta=M\eta$,
\begin{equation}
\sigma_{xx}=-M\eta C+2M\eta kB. \label{eq:sxxC}
\end{equation}

For the ripple, the surface normal is $(-h_x,1)$ to first order. Zero tangential traction requires $\sigma_{xz}=\sigma_0h_x=ik\sigma_0H$. The same Airy function now has $b=-\sigma_0H=M\varepsilon H$, hence $\sigma_{xx}=2M\varepsilon kH$.

There is no strain perturbation along $y$, so $\sigma_{yy}=\nu\sigma_{xx}-E\eta C$ at the surface. The perturbed trace $T_1=\sigma_{xx}+\sigma_{yy}$ is $(1+\nu)\sigma_{xx}-E\eta C$. Adding both sources and using $M(1+\nu)+E=2M$,
\begin{equation}
T_1=-2M\eta C+Yku,\quad u=\varepsilon H+\eta B,\quad Y=2M(1+\nu). \label{eq:T}
\end{equation}
The first term is the stress of a laterally clamped surface layer. The second is the relaxation, in which a ripple and a buried composition wave act alike.

\section{Chemical potentials}

Consider $N=N_A+N_B$ surface atoms held at the in-plane strain of the lattice below. Their energy is $N[f(c)+\Omega w]$, where $f$ is the mixing free energy per atom, $\Omega$ the atomic volume and $w$ the elastic energy density with a free normal. Differentiation with respect to $N_A$ and $N_B$, with $c=N_B/N$, gives
\begin{align}
\mu_A&=f+\Omega w-c\,q, & \mu_B&=f+\Omega w+(1-c)q, \label{eq:mu}
\end{align}
with $q=f'+\Omega\,\partial w/\partial c=f'-\Omega\eta(\sigma_{xx}+\sigma_{yy})$. The last form holds because, at fixed total strain, raising $c$ lowers each in-plane elastic strain by $\eta$ per unit composition.

Let $e_1$ be the perturbed total strain along $x$. The change of $f+\Omega w$ is $qC+\Omega\sigma_0e_1$. In $\mu_A$ the change of $-cq$ is $-qC-c_0Q$, where $Q$ is the perturbation of $q$. The terms $qC$ cancel, and they cancel likewise in $\mu_B$. The plane-stress law gives $T_1=M(e_1-2\eta C)$, so \eqref{eq:T} yields $Me_1=Yku$. The curvature $-h_{xx}\to k^2H$ adds $\Omega\gamma k^2H$ to both potentials. Therefore
\begin{equation}
\mu_{A1}=P-c_0Q,\qquad \mu_{B1}=P+(1-c_0)Q, \label{eq:mu1}
\end{equation}
\begin{equation}
P=gH-s\varepsilon u,\quad Q=GC-s\eta u,\quad g=\Omega\gamma k^2,\quad s=\Omega Yk, \label{eq:PQ}
\end{equation}
where $G=f''+2M\Omega\eta^2$ comes from $Q=f''C-\Omega\eta T_1$.

\section{Conservation and the two-field matrix}

The surface current of species $i$ is $-n_sc_iD_i\partial_x\mu_i/(k_BT)$, with $n_s=\Omega^{-2/3}$, $c_A=1-c_0$, $c_B=c_0$. Multiplying by $\Omega$ defines the mobilities
\begin{equation}
L_i=\frac{\Omega^{1/3}c_iD_i}{k_BT}. \label{eq:L}
\end{equation}
A surface layer of thickness $\delta$ exchanges atoms with the currents, and growth leaves material of its composition behind. Counting all atoms, then $B$ atoms, gives
\begin{align}
\dot H&=-k^2(L_A\mu_{A1}+L_B\mu_{B1}), \label{eq:H0}\\
c_0\dot H+VC+\delta\dot C&=-k^2L_B\mu_{B1}. \label{eq:C0}
\end{align}
For a mode of rate $\sigma$ with $|\sigma|\delta\ll V$, the term $\delta\dot C$ is negligible beside $VC$. We also require $k\delta\ll1$, so that the layer itself adds little to $B$. Subtract $c_0$ times \eqref{eq:H0} from \eqref{eq:C0} and insert \eqref{eq:mu1}:
\begin{align}
\dot H&=-k^2(\Lambda_0P+\Lambda_1Q), & VC&=-k^2(\Lambda_1P+\Lambda_2Q), \label{eq:HC}
\end{align}
\begin{equation}
\begin{aligned}
\Lambda_0&=L_A+L_B,\qquad \Lambda_1=(1-c_0)L_B-c_0L_A,\\
\Lambda_2&=(1-c_0)^2L_B+c_0^2L_A.
\end{aligned}\label{eq:Lam}
\end{equation}

Buried composition is frozen while the surface rises away from it. In \eqref{eq:B} the weight of old material decays at rate $Vk$, and new material enters at rate $VC$:
\begin{equation}
\dot B=V(C-kB). \label{eq:Bt}
\end{equation}
Now eliminate $C$. Set $P_B=-s\eta u$, so $Q=GC+P_B$, and $N_k=V+k^2\Lambda_2G$. The second relation in \eqref{eq:HC} becomes $N_kC=-k^2(\Lambda_1P+\Lambda_2P_B)$. Substitute this in the first and use $1-k^2\Lambda_2G/N_k=V/N_k$:
\begin{align}
\dot H&=-k^2(\tilde\Lambda_0P+\tilde\Lambda_1P_B), &
\dot B&=-k^2(\tilde\Lambda_1P+\tilde\Lambda_2P_B)-VkB, \label{eq:red}
\end{align}
\begin{equation}
\tilde\Lambda_0=\Lambda_0-\frac{\Lambda_1^2k^2G}{N_k},\qquad
\tilde\Lambda_{1}=\frac{V\Lambda_1}{N_k},\qquad \tilde\Lambda_2=\frac{V\Lambda_2}{N_k}. \label{eq:tilde}
\end{equation}
With $a_0=\tilde\Lambda_0\varepsilon+\tilde\Lambda_1\eta$ and $a_1=\tilde\Lambda_1\varepsilon+\tilde\Lambda_2\eta$, the stability matrix is
\begin{equation}
\frac{d}{dt}\begin{pmatrix}H\\B\end{pmatrix}=
\begin{pmatrix}
k^2(s\varepsilon a_0-\tilde\Lambda_0g)& k^2s\eta a_0\\
k^2(s\varepsilon a_1-\tilde\Lambda_1g)& k^2s\eta a_1-Vk
\end{pmatrix}
\begin{pmatrix}H\\B\end{pmatrix}. \label{eq:M}
\end{equation}
The composition field is carried by $B$; surface composition follows from \eqref{eq:Bt} as $C=(\sigma+Vk)B/V$ in a mode of rate $\sigma$.

If $\Lambda_1=0$, reversing $\varepsilon$ changes the sign of both off-diagonal elements and leaves the diagonal unchanged. Changing the sign of $B$ undoes this, so the rates are the same for both misfit signs. By \eqref{eq:L}, $\Lambda_1\propto c_0(1-c_0)(D_B-D_A)$: unequal diffusivities are necessary for sign dependence in this model. So is $\eta\ne0$, since otherwise the elastic terms in \eqref{eq:M} contain only $\varepsilon^2$ in $\dot H$, and $B$ does not act on $H$. Independence of sign does not make the growth rates those of a single-component solid: with $\Lambda_1=0$ and $\varepsilon\eta\ne0$, the off-diagonal elements still couple $H$ and $B$.

\section{The stability condition}

Both rates have negative real parts if and only if the determinant is positive and the trace $\tau$ negative. Write $\ell=L_AL_B$. Expanding \eqref{eq:Lam},
\begin{equation}
\Lambda_0\Lambda_2-\Lambda_1^2=\ell[(1-c_0)^2+c_0^2+2c_0(1-c_0)]=\ell .
\end{equation}
From \eqref{eq:tilde} it follows that $\tilde\Lambda_0=(\Lambda_0V+k^2G\ell)/N_k$ and $\tilde\Lambda_0\tilde\Lambda_2-\tilde\Lambda_1^2=V\ell/N_k$.

Without the burial term $-Vk$, the matrix is $-k^2$ times the product of the symmetric mobility matrix and
\begin{equation}
\begin{pmatrix}g-s\varepsilon^2&-s\varepsilon\eta\\-s\varepsilon\eta&-s\eta^2\end{pmatrix},
\end{equation}
whose determinant is $-gs\eta^2$. The burial term adds $-Vk$ times the upper-left element of \eqref{eq:M}. Hence
\begin{equation}
\det=\frac{Vk^3}{N_k}\left[(\Lambda_0V+k^2G\ell)(g-s\varepsilon^2)-V\Lambda_1s\varepsilon\eta-k\ell gs\eta^2\right].
\end{equation}
Taking out $\Omega k$ from the bracket gives $\det=(\Omega Vk^4/N_k)\,D(k)$, with
\begin{equation}
\begin{aligned}
D={}&V[\gamma\Lambda_0k-Y\varepsilon(\Lambda_0\varepsilon+\Lambda_1\eta)]\\
&-\ell[Y\varepsilon^2Gk^2-\gamma G'k^3],
\end{aligned}\label{eq:D}
\end{equation}
where $G'=G-\Omega Y\eta^2=f''-2\nu M\Omega\eta^2$. We assume $G'>0$. If $G'<0$, $D$ becomes negative at large $k$: the alloy then unmixes at short wavelengths, and a composition-gradient energy, absent here, is needed.

For the trace, \eqref{eq:M} gives
\begin{equation}
\begin{aligned}
\frac{N_k\tau}{k}={}&-k\big[(\Lambda_0V+k^2G\ell)(g-s\varepsilon^2)\\
&-2V\Lambda_1s\varepsilon\eta-V\Lambda_2s\eta^2\big]-V(V+k^2\Lambda_2G).
\end{aligned}
\end{equation}
The definition of $D$ replaces the first product by $\Omega k(D+YV\Lambda_1\varepsilon\eta+\ell\gamma\Omega Y\eta^2k^3)$. Collecting terms,
\begin{equation}
\begin{aligned}
\frac{N_k\tau}{k}={}&-\Omega k^2D+\Omega Yk^2V\varepsilon\eta\Lambda_1\\
&-\ell\gamma\Omega^2Y\eta^2k^5-V\Lambda_2G'k^2-V^2. \label{eq:tau}
\end{aligned}
\end{equation}
If $\varepsilon\eta\Lambda_1\le0$, then $D>0$ makes every term nonpositive and the last one negative, so $D$ alone decides stability. If $\varepsilon\eta\Lambda_1>0$, then $D(0)<0$ and long waves are unstable.

At small $k$, $N_k\to V$, $\tau\to-Vk$ and $\det\to\Omega k^4D(0)$. The determinant is then small compared with $\tau^2$, and the slow rate is $\det/\tau$:
\begin{equation}
\sigma\simeq\Omega Yk^3\varepsilon(\Lambda_0\varepsilon+\Lambda_1\eta). \label{eq:long}
\end{equation}
It is negative when $\varepsilon$ lies strictly between zero and
\begin{equation}
\varepsilon^*=-\eta\frac{\Lambda_1}{\Lambda_0}
=-\eta\frac{c_0(1-c_0)(D_B-D_A)}{(1-c_0)D_A+c_0D_B}. \label{eq:star}
\end{equation}
Any nonzero misfit outside this window, other than $\varepsilon^*$ itself, gives growing long waves at every $V$. Inside the window and at $\varepsilon^*$, the first bracket of \eqref{eq:D} is positive for $k>0$. Stability at all $k$ then requires $V>V_c$, where
\begin{equation}
V_c=\max_{k>0}\frac{\ell(Y\varepsilon^2Gk^2-\gamma G'k^3)}
{\gamma\Lambda_0k-Y\varepsilon(\Lambda_0\varepsilon+\Lambda_1\eta)}. \label{eq:Vc}
\end{equation}
At $\varepsilon=0$ the numerator is negative for all $k>0$, so any positive $V$ suffices.

Two limits show how $V_c$ varies. At $\varepsilon=\varepsilon^*$ one power of $k$ cancels, leaving a parabola with maximum
\begin{equation}
V_c(\varepsilon^*)=\frac{\ell Y^2\varepsilon^{*4}G^2}{4\gamma^2G'\Lambda_0}
\quad\text{at}\quad k=\frac{Y\varepsilon^{*2}G}{2\gamma G'}. \label{eq:edge}
\end{equation}
For $|\varepsilon|\ll|\varepsilon^*|$ inside the window, the relevant $k$ scales as $\varepsilon^2$, so the denominator of \eqref{eq:Vc} tends to $Y\Lambda_0|\varepsilon\varepsilon^*|$. The numerator has maximum $4\ell Y^3\varepsilon^6G^3/(27\gamma^2G'^2)$, and $V_c$ falls as $|\varepsilon|^5$.

\section{Why the sign matters}

Set $C=B=0$ and keep only stress in \eqref{eq:mu1}. At a crest of height $H$,
\begin{equation}
\begin{aligned}
\mu_{A1}&=-s\varepsilon(\varepsilon-c_0\eta)H,\\
\mu_{B1}&=-s\varepsilon[\varepsilon+(1-c_0)\eta]H.
\end{aligned}\label{eq:mech}
\end{equation}
The terms in $\varepsilon^2$ draw both species to the relaxed crest. The terms in $\varepsilon\eta$ sort atoms by size. In a tensile film the valleys are more stretched and attract large atoms, while crests attract small ones. If the large atoms are faster, their departure can exceed the arrival of small atoms, and the crest shrinks.

This sorting also changes the surface composition, which opposes further sorting. Burial removes that change at a rate set by $V$, while lateral diffusion limits it at a rate set by $k^2\Lambda_2G$. When the latter dominates, \eqref{eq:tilde} gives a small $\tilde\Lambda_1$ and the sign-dependent drive weakens. This is one reason why stabilization requires sufficient growth speed. The stress of buried composition raises the required speed further: in the example below, at $\varepsilon=-0.008$, $V_c$ is 0.051 nm/s with this stress and 0.035 nm/s without it.

\section{Worked example}

Choose round model parameters: $E=120$ GPa, $\nu=0.25$, $\gamma=1$ J/m$^2$, $\Omega=0.020$ nm$^3$, $T=900$ K, $c_0=0.5$, $\eta=0.04$, $D_A=10^{-15}$ and $D_B=9\times10^{-15}$ m$^2$/s. Mixing is ideal, so $f''=k_BT/[c_0(1-c_0)]=0.310$ eV. Then $Y=400$ GPa, $G=0.374$ eV and $G'=0.294$ eV. Equation \eqref{eq:star} gives
\begin{equation}
\varepsilon^*=-0.04\times\frac{4.369\times10^{-5}}{1.0922\times10^{-4}}=-0.016 .
\end{equation}

Compare $\varepsilon=\pm0.008$ at $V=0.1$ nm/s. The compressed film is outside the window. Its fastest ripple has wavelength 234.5 nm, where the matrix, in s$^{-1}$, is
\begin{equation}
\begin{pmatrix}1.4819\times10^{-4}&3.0491\times10^{-3}\\1.0387\times10^{-4}&-1.9832\times10^{-3}\end{pmatrix}.
\end{equation}
Thus $\tau=-1.8350\times10^{-3}$ s$^{-1}$ and $\det=-6.106\times10^{-7}$ s$^{-2}$, so
\begin{equation}
\sigma=\tfrac12\left(\tau+\sqrt{\tau^2-4\det}\right)=2.88\times10^{-4}\ {\rm s}^{-1}.
\end{equation}
The ripple grows by a factor $e$ while 348 nm of film is deposited. Its crests are richer in $B$ by 0.0014 in composition per nanometre of height.

The tensile film is inside the window, with $V_c=0.051$ nm/s. At 0.1 nm/s it is stable at all $k$ in this model; at the same 234.5 nm wavelength its slower mode decays at $1.23\times10^{-4}$ s$^{-1}$. Slowing growth to 0.0204 nm/s restores an instability, with peak rate $4.2\times10^{-5}$ s$^{-1}$ at 278 nm. With both diffusivities set to $5\times10^{-15}$ m$^2$/s, which keeps $\Lambda_0$ unchanged, either sign gives $2.15\times10^{-4}$ s$^{-1}$ at 264 nm.

For a 1 nm crest at the 234.5 nm wavelength, \eqref{eq:mech} gives $-0.2996$ meV for $A$ and $+0.1284$ meV for $B$ in tension. Weighting by $L_A$ and $L_B$ in the ratio $1:9$ gives $-0.2996+9(0.1284)=+0.86$, a net loss from the crest. In compression the two potentials exchange values, giving $0.1284-9(0.2996)=-2.57$, a net gain.

These values omit the composition response, which is strong here: $k^2\Lambda_2G\simeq1.17$ nm/s, nearly twelve times $V$. With it included, stress still favours roughening in tension at 234.5 nm, since $\tilde\Lambda_0\varepsilon+\tilde\Lambda_1\eta$ has the sign of $\varepsilon$. Capillarity outweighs it and makes the upper-left element $-1.89\times10^{-4}$ s$^{-1}$. Stress itself smooths the tensile surface only when $k^2<\Lambda_0V/(G\ell)$ for this $\varepsilon=\varepsilon^*/2$, that is, above about 480 nm.

At the window edge, \eqref{eq:edge} gives $k=0.0651$ nm$^{-1}$, a wavelength of 96.5 nm, and $V_c=1.96$ nm/s, in agreement with the direct maximization. Beyond the edge, $\varepsilon=\pm0.024$ are both unstable. Their computed peak rates, about 0.25 s$^{-1}$ near 36 nm, lie outside the assumption under \eqref{eq:C0}: with $\delta=0.27$ nm, $|\sigma|\delta/V\simeq0.7$. Retaining the surface layer raises them by about 6\% in compression and 2\% in tension. Their long-wave instability, \eqref{eq:long}, remains within the assumptions. For $\varepsilon=+0.008$ the same ratio is $8\times10^{-4}$, and retaining the surface layer, with the buried material starting at depth $\delta$, changes the peak rate by about 0.1\% relative to the two-field value.

The numerical output also records a test of \eqref{eq:M} against a dispersion relation built from the original energy, conservation laws and numerical elasticity; the largest relative difference in rate is $6\times10^{-10}$. The window was tested on 680 random alloys by direct eigenvalues, and $V_c$ on the 80 of them that lie inside it. These tests concern the stated linear model. A finite film limits the accessible long wavelengths, and wetting can change the verdict for a real material. Dislocations set a stronger limit. At 0.8\% misfit the usual equilibrium estimate of the critical thickness is about 10 nm, whereas the example needs a coherent film much thicker than $1/k=37$ nm. It therefore needs a metastable film, in which dislocations have not yet formed. The People--Bean estimate of the metastable thickness at this misfit is about 200 nm, less than the 348 nm deposited per factor $e$ of ripple growth. A real film would probably relax by dislocations first, so these numbers illustrate the model rather than predict a particular growth run.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus 120 GPa, Poisson ratio 0.25
surface energy 1.0 J/m^2, temperature 900 K
atomic volume 0.020 nm^3, eta 0.04, c0 0.5
diffusivities A, B: 1.0e-15, 9.0e-15 m^2/s
M 160.0 GPa, Y 400.0 GPa
f'', G, G': 0.3102, 0.3741, 0.2942 eV
L_A, L_B: 1.0922e-05, 9.8302e-05 m^3/(J s)
Lam0, Lam1, Lam2: 1.0922e-04, 4.3690e-05, 2.7306e-05 m^3/(J s)
window edge eps*: -0.01600
growth speed V: 0.100 nm/s
eps=+0.008 peak wavelength: 234.5 nm
eps=+0.008 peak wave number: 0.02679 1/nm
eps=+0.008 peak growth rate: 2.8766e-04 1/s
eps=+0.008 film grown per e-fold: 347.6 nm
eps=+0.008 crest composition change per nm height: 1.3570e-03 1/nm
eps=-0.008 rate at that wavelength: -1.2290e-04 1/s
eps=+0.008 matrix row H: 1.4819e-04, 3.0491e-03 1/s
eps=+0.008 matrix row B: 1.0387e-04, -1.9832e-03 1/s
eps=+0.008 crest stress potential A, B: 0.1284, -0.2996 meV per nm
eps=-0.008 matrix row H: -1.8922e-04, -1.3620e-03 1/s
eps=-0.008 matrix row B: -1.0701e-04, -2.3206e-03 1/s
eps=-0.008 crest stress potential A, B: -0.2996, 0.1284 meV per nm
equal diffusivities 5.0e-15 m^2/s, either sign: 2.1491e-04 1/s at 264.2 nm
eps=-0.004 V_c 0.00151 nm/s, onset wavelength 1204.3 nm
eps=-0.008 V_c 0.05103 nm/s, onset wavelength 316.5 nm
eps=-0.012 V_c 0.41734 nm/s, onset wavelength 151.0 nm
eps=-0.016 V_c 1.96411 nm/s, onset wavelength 96.5 nm
eps=-0.008 at V=0.02041 nm/s: peak 4.2282e-05 1/s, wavelength 278.3 nm
eps=+0.024 at V=0.1 nm/s: peak 2.5492e-01 1/s, wavelength 35.6 nm
eps=-0.024 at V=0.1 nm/s: peak 2.4152e-01 1/s, wavelength 35.8 nm
corrugation stress slope / (k*stress): -1.999999
largest relative dispersion error: 5.7e-10
surface layer 0.2714 nm changes peak rate by 0.529 percent
random alloys: 40 stable, 40 too slow, 600 outside window
\end{verbatim}
